# Composition uncertainty of an equiatomic film from uncertain photoelectron sensitivity factors

## Problem

A titanium nitride film is measured by X-ray photoelectron spectroscopy with Al Kα radiation. It has not been exposed to air since deposition. After background subtraction, the Ti 2p line has a net area of 80000 counts and the N 1s line a net area of 20000 counts. The relative sensitivity factors are 2.0 for Ti 2p and 0.5 for N 1s. Each has a standard uncertainty of 10 percent of its own value, and the two errors are independent.

Find the titanium fraction in atomic percent and its standard uncertainty. Treat the areas as free of error at first, and the film as homogeneous over the sampled depth, with no third element. Then judge whether the effects left out would change the answer.

The convention is that an area is divided by its sensitivity factor. With A for titanium and B for nitrogen,

$$
n_A=\frac{I_A}{S_A},\qquad n_B=\frac{I_B}{S_B},\qquad x=\frac{n_A}{n_A+n_B}.
$$

Here $I$ is a net area, $S$ a sensitivity factor, $n$ a normalised amount and $x$ the atomic fraction of A. The symbols $u_A$ and $u_B$ denote the relative standard uncertainties of $S_A$ and $S_B$, both 0.10.

## A tempting solution

The normalised amounts are $80000/2.0=40000$ and $20000/0.5=40000$ counts, so $x=40000/80000=0.500$.

Since the areas are taken as free of error, $n_A$ and $n_B$ each inherit, to first order, a relative uncertainty of 10 percent. The total $T=n_A+n_B$ is a sum of two independent quantities, so their absolute variances add:

$$
u^2(T)=n_A^2u_A^2+n_B^2u_B^2 .
$$

Dividing by $T^2$, and using $n_A/T=x$ and $n_B/T=1-x$, gives the relative variance

$$
u_T^2=x^2u_A^2+(1-x)^2u_B^2=0.25\times0.01+0.25\times0.01=0.0050 ,
$$

so $u_T=7.07$ percent. The fraction is the quotient $n_A/T$, and for a quotient the relative variances add:

$$
\frac{u(x)}{x}=\sqrt{u_A^2+u_T^2}=\sqrt{0.0100+0.0050}=0.1225 .
$$

The uncertainty would then be $0.500\times0.1225=0.0612$, or 6.1 atomic percent.

## Where it fails

Apply the same recipe to a film of pure A. There $n_B=0$ and $T=n_A$, so $x=1$ whatever the value of $S_A$, and the sensitivity factor cannot cause any uncertainty. The recipe nevertheless gives $u_T=u_A$ and $u(x)=\sqrt2\,u_A$, about 14 atomic percent.

The value of $u_T$ is correct. The faulty step is the last one, because relative variances add for a quotient only if numerator and denominator are uncorrelated. Here $n_A$ is part of $T$. If $S_A$ is too small, $n_A$ comes out too large, $T$ comes out too large with it, and part of the error divides out.

To first order, the relative variance of a quotient is

$$
\left(\frac{u(x)}{x}\right)^2=u_A^2+u_T^2-2c,\qquad c=\frac{\operatorname{cov}(n_A,T)}{n_A T}.
$$

The minus sign arises because $\ln x=\ln n_A-\ln T$, and the variance of a difference contains minus twice the covariance. Since $n_A$ and $n_B$ are independent, the covariance of $n_A$ with $n_A+n_B$ is just the variance of $n_A$, which is $n_A^2u_A^2$. Therefore

$$
c=\frac{n_A^2u_A^2}{n_AT}=x\,u_A^2=0.5\times0.01=0.0050 .
$$

The correlation coefficient between $n_A$ and $T$ is $c/(u_Au_T)=0.0050/(0.10\times0.0707)=0.707$, which is far from negligible. Putting the missing term back for general $x$ gives

$$
\begin{aligned}
\left(\frac{u(x)}{x}\right)^2
&=u_A^2+x^2u_A^2+(1-x)^2u_B^2-2x\,u_A^2\\
&=(1-2x+x^2)\,u_A^2+(1-x)^2u_B^2\\
&=(1-x)^2\,(u_A^2+u_B^2).
\end{aligned}
$$

This vanishes at $x=1$, as it must for pure A.

## The right solution

The covariance never has to be handled if the fraction is written in terms of quantities that are independent from the start. Divide numerator and denominator of $x$ by $n_B$:

$$
x=\frac{r}{1+r},\qquad r=\frac{n_A}{n_B}=\frac{I_A}{I_B}\,\frac{S_B}{S_A}.
$$

Only the ratio of the two factors enters. The quotient rule gives

$$
\frac{dx}{dr}=\frac{(1+r)-r}{(1+r)^2}=\frac{1}{(1+r)^2}.
$$

Because $d\ln r=dr/r$, the response to a relative change of the ratio is

$$
\frac{dx}{d\ln r}=\frac{r}{(1+r)^2}=\frac{r}{1+r}\cdot\frac{1}{1+r}=x(1-x).
$$

With fixed areas, $d\ln r=d\ln S_B-d\ln S_A$, and so

$$
dx=x(1-x)\left(\frac{dS_B}{S_B}-\frac{dS_A}{S_A}\right).
$$

Raising $S_A$ lowers the apparent amount of A, which accounts for the minus sign. If a laboratory multiplies areas by its factors instead of dividing, both signs reverse and the variance is unchanged.

Squaring and averaging over the errors, with $\rho$ for the correlation coefficient of the two relative errors, gives

$$
u(x)=x(1-x)\sqrt{u_A^2+u_B^2-2\rho\,u_Au_B}.
$$

In the problem $\rho=0$, so the ratio of the factors is uncertain by $\sqrt{0.01+0.01}=14.14$ percent, and

$$
u(x)=0.500\times0.500\times0.1414=0.0354 .
$$

**The titanium fraction is 50.0 atomic percent with a standard uncertainty of 3.5 atomic percent.** The nitrogen fraction is $1-x$, so it has the same uncertainty, with an error of opposite sign. The two fractions must not be treated as independent in any later calculation.

Two kinds of percent are involved. The 10 percent is relative to each factor. The 3.5 atomic percent is an absolute uncertainty on the composition scale; relative to the value 50 it is 7.1 percent.

## Is the linear formula good enough?

An error of 14 percent in the ratio is not infinitesimal, so the linear step needs a check. Let $y$ be the deviation of $\ln r$ from zero, its value for the equiatomic film. Then

$$
x=\frac{e^y}{1+e^y}=\frac12+\frac12\tanh\frac y2
=\frac12+\frac y4-\frac{y^3}{48}+\dots
$$

There is no quadratic term, because $\tanh$ is odd. The cubic term is smaller than the linear one by the factor $y^2/12$, which is 0.0017 for $y=0.1414$. Averaged over a normal distribution of $y$ with standard deviation $\sigma=0.1414$, the cubic term lowers the standard deviation of $x$ by the relative amount $\sigma^2/4$, about 0.5 percent. Curvature in $\ln r$ is therefore unimportant here.

The shape of the error distribution also has a small influence, since distributions of $S$ with the same standard deviation have slightly different spreads of $\ln S$. Integrating the full nonlinear expression over both factors, each with a 10 percent standard deviation, gives 3.56 atomic percent for normal distributions, 3.51 for lognormal and 3.55 for rectangular ones. Each value combines the two effects: curvature lowers it by 0.01 to 0.02 atomic percent, and the spread of $\ln S$ changes it by about $+0.05$, $-0.01$ and $+0.03$ respectively. All three agree with the linear value of 3.54 to within about 1 percent of it.

For normally distributed factors, random sampling places about 68 percent of the results within one standard uncertainty of 50 atomic percent, and about 95 percent within two, that is, within 7.1 atomic percent. For the sensitivity factors alone, a 95 percent interval therefore runs from about 43 to 57 atomic percent; the area errors discussed below widen it slightly.

## Other compositions and correlated factors

The slope can be written as

$$
x(1-x)=\frac14-\left(x-\frac12\right)^2 ,
$$

which is largest at $x=1/2$. For given factor uncertainties, the equiatomic film thus has the largest absolute uncertainty in this linear model. At $x=0.2$, with the same 10 percent on each factor, the result is $0.16\times0.1414=0.0226$, or 2.3 atomic percent.

The relative uncertainty behaves differently. Dividing by $x$ leaves $(1-x)\sqrt{u_A^2+u_B^2}$, which grows as A becomes dilute and approaches the full 14.1 percent of the ratio. Compared with an element in an equiatomic film, a minority element has a smaller uncertainty in atomic percent but a larger one relative to its own amount. Within one binary film, both elements have the same absolute uncertainty.

If just one factor is uncertain, the equiatomic result is $0.25\times0.10$, or 2.5 atomic percent. The second independent factor multiplies this by $\sqrt2$ and does not double it.

Correlation matters as well. An error that scales both factors alike has $\rho=1$ and $u_A=u_B$; the square root then vanishes, because the ratio $S_B/S_A$ is untouched. With $\rho=0.5$ the root is $\sqrt{0.01+0.01-0.01}=0.10$, and the uncertainty is again 2.5 atomic percent. A negative correlation would raise it above 3.5. The assumption of independence is therefore part of the answer and has to be justified by how the factors were obtained.

Repeating the measurement with the same factors does not reduce this uncertainty, since every repeat carries the same error. For the same reason, a comparison of two films can be much better than either absolute value. Let $\delta$ be the common error of $\ln r$. To first order, the error of the difference between compositions $x_1$ and $x_2$ is

$$
\delta\,[x_1(1-x_1)-x_2(1-x_2)]=\delta\,(x_1-x_2)(1-x_1-x_2),
$$

which is small when both films are close to equiatomic: the two factors multiplying $\delta$ are then both small.

## What the areas add

The areas were taken as free of error. Since $I_A/I_B$ enters $r$ in the same way as $S_B/S_A$, independent relative errors of the areas propagate with the same slope of 0.25.

**Counting noise.** Suppose that the background under the peaks is 120000 counts for Ti 2p and 60000 counts for N 1s, each estimated from an equal number of background channels. The gross count has the Poisson variance $I+B$, and the subtracted estimate adds a variance $B$, so the net area has variance $I+2B$. The relative uncertainties are

$$
\frac{\sqrt{80000+240000}}{80000}=0.71\%,\qquad
\frac{\sqrt{20000+120000}}{20000}=1.87\% .
$$

Together they contribute 0.50 atomic percent.

**Choice of background.** The area also depends on the background shape and the integration limits. If this makes each area uncertain by 5 percent, independently, the contribution is $0.25\times\sqrt{0.0025+0.0025}=0.0177$, or 1.8 atomic percent.

Adding the three independent contributions in quadrature gives

$$
\sqrt{3.54^2+1.77^2+0.50^2}\approx4.0\ \text{atomic percent}.
$$

With the 5 percent assumed for each area, the sensitivity factors dominate. This ranking depends on that input: the Ti 2p line of titanium nitride carries strong satellites, and if its area were uncertain by 15 percent, the background term would be about 4 atomic percent and would exceed the term from the factors. Longer counting would hardly help, because it acts on the smallest term.

## The real film

The sensitivity factors used here are rough values for these lines; actual ones depend on the instrument and on the convention behind the table. The 10 percent uncertainty and the areas are chosen inputs. A real titanium nitride film may also break the assumption of a clean, homogeneous surface. Each resulting error is a shift in a definite direction and is not included in the uncertainty of 3.5 atomic percent, whether it is smaller or larger than that value. Three cases show their size.

*Carbon contamination.* The Ti 2p electrons leave with about 1032 eV and the N 1s electrons with about 1090 eV. Rough attenuation lengths in carbon are 3.07 and 3.20 nm. For emission along the surface normal (at 60° from it the effect is about twice as large), a 1 nm layer changes the area ratio by the factor $\exp(-1/3.07+1/3.20)$, a reduction of about 1.3 percent. The apparent titanium fraction falls by 0.33 atomic percent, which is minor because the two energies are so close.

*Sputter cleaning.* If ion bombardment removes 10 percent of the nitrogen throughout the sampled depth, the normalised nitrogen amount falls from 40000 to 36000 counts. The titanium fraction becomes $40000/76000=0.526$, a shift of 2.6 atomic percent. The measurement then describes the damaged surface, within the uncertainty of the factors, but not the film beneath it.

*Oxidation in air.* Suppose the film had been exposed and carried 1 nm of titanium dioxide, and that all Ti 2p signal were assigned to the nitride. Take emission along the surface normal and a rough attenuation length of 2.0 nm for both lines in both layers. The oxide then passes the fraction $p=e^{-1.0/2.0}=0.607$ of the signal from below. Rough densities of 5.4 g/cm³ for the nitride and 4.0 g/cm³ for the oxide correspond to 52.6 and 30.2 titanium atoms per nm³, a ratio $q=0.574$.

Integrating the exponential attenuation over depth gives a weight $1-p$ for the oxide and $p$ for the nitride. In units of the signal from a bare nitride, the normalised amounts are $p+q(1-p)$ for titanium and $p$ for nitrogen. Hence

$$
x_{\text{app}}=\frac{p+q(1-p)}{2p+q(1-p)}
=\frac{0.607+0.226}{1.214+0.226}=0.578 .
$$

The apparent titanium fraction is 57.8 atomic percent, a shift of 7.8. With the rough attenuation length assumed here, this is more than twice the standard uncertainty due to the sensitivity factors. A longer attenuation length would give a smaller shift, but at this size the error cannot be ignored, so the requirement of an unexposed film in the problem is essential. If the oxide part of the Ti 2p line can be separated by its chemical shift, the remaining nitride signals are both reduced by the same $p$ in this model, and their ratio again gives 50 atomic percent. With slightly different attenuation lengths for the two lines, a shift of roughly 0.5 atomic percent toward nitrogen remains, as in the carbon case. In real films the separation is difficult, because the satellites of the nitride Ti 2p line overlap the oxide and oxynitride components. The separation then brings its own uncertainty into the Ti 2p area, which propagates with the slope of 0.25 found above.

The values behind these estimates are collected in the numerical output.

## Numbers as computed

```
Ti 2p net area: 80000 counts
N 1s net area: 20000 counts
Ti 2p sensitivity factor (rough): 2.0 (relative)
N 1s sensitivity factor (rough): 0.5 (relative)
normalised Ti amount I/S: 40000 counts
normalised N amount I/S: 40000 counts
Ti fraction: 50.0 at.%
uncertainty of each factor: 10.0 % relative
uncertainty of factor ratio: 14.14 % relative
slope x(1-x): 0.2500 (dimensionless)
composition uncertainty: 3.536 at.%
same, relative to x: 7.07 % relative
two standard uncertainties: 7.07 at.%
one uncertain factor only: 2.50 at.%
factor correlation 0.5: 2.50 at.%
same factors, film with x = 0.2: 2.26 at.%
full integration, normal: 3.563 at.%
full integration, lognormal: 3.509 at.%
full integration, rectangular: 3.546 at.%
coverage, one standard uncertainty: 68.1 %
coverage, two standard uncertainties: 95.3 %
uncertainty of total amount: 7.07 % relative
relative covariance, Ti amount and total: 0.0050 (dimensionless)
correlation, Ti amount and total: 0.707 (formula)
correlation, Ti amount and total: 0.707 (sampled)
wrong result, covariance ignored: 6.12 at.%
result with covariance restored: 3.54 at.%
Ti 2p background: 120000 counts
N 1s background: 60000 counts
Ti 2p counting uncertainty: 0.71 % relative
N 1s counting uncertainty: 1.87 % relative
composition, counting only: 0.50 at.%
area uncertainty, background choice: 5.0 % relative
composition, background choice only: 1.77 at.%
composition, total budget: 3.98 at.%
assumed nitrogen loss by sputtering: 10.0 %
Ti shift from nitrogen loss: 2.63 at.%
Ti 2p kinetic energy (rough): 1031.6 eV
N 1s kinetic energy (rough): 1089.6 eV
carbon layer thickness: 1.0 nm
Ti 2p attenuation length in carbon (rough): 3.07 nm
N 1s attenuation length in carbon (rough): 3.20 nm
Ti shift from carbon layer: -0.33 at.%
nitride density (rough): 5.4 g/cm3
oxide density (rough): 4.0 g/cm3
Ti atoms in nitride: 52.6 per nm3
Ti atoms in oxide: 30.2 per nm3
oxide thickness: 1.0 nm
attenuation length, oxide and nitride (rough): 2.0 nm
signal fraction passed by oxide: 0.607 (dimensionless)
apparent Ti fraction with oxide: 57.8 at.%
Ti shift from oxide: 7.8 at.%
```
